\section*{Event Selection in Kinetic Monte Carlo: Four Methods and Reusable Waiting Times}

\section{Definitions and conventions}

A kinetic Monte Carlo model has $M$ channels, the elementary events that may happen next. Channel $i$ has a rate $a_i\ge 0$, in s$^{-1}$, which stays constant until an event occurs. Its clock rings at an absolute time $\tau_i$. Started at $t=0$, the clocks are independent and obey
\begin{equation}
P(\tau_i>t)=e^{-a_i t},\qquad A=\sum_{i=1}^{M}a_i>0 .
\end{equation}
The first clock to ring decides the event, which may change the rates of some channels. Let $D$ be the number of changed rates per event, including that of the channel that fired. A number $u$ is uniform on $[0,1)$, and a unit exponential $R$ has $P(R>x)=e^{-x}$.

Costs are counted in steps: a channel or group inspected, a tree level descended or node rewritten, a heap read or swap, a rejection trial, or a list change. These steps take different times on a computer, so the counts show scaling, not seconds. Calculating the new rates is common to all methods and is not counted.

The example is a model ring of adsorption sites at 600 K, where $k_BT=0.051704$ eV. An empty site fills at $1$ s$^{-1}$. A particle with $n=0$ or $1$ occupied neighbours leaves at the rate
\begin{equation}
k_n=10^{13}\,\mathrm{s}^{-1}\exp\!\left[-\frac{(1.5+0.1\,n)\,\mathrm{eV}}{k_BT}\right],
\end{equation}
so $k_0=2.5151$ s$^{-1}$ and $k_1=0.3636$ s$^{-1}$. A site with two occupied neighbours is blocked: it can neither fill nor empty. Rates therefore pass through zero and revive.

\section{Three clocks by hand}

Follow three sites of a ring and, for this exercise, ignore the clocks of all other sites. Site 1 is empty and fills at $a_1=1$. Site 2, beside it, holds an isolated particle with $a_2=2.5151$. Site 3, far away, holds a particle with one neighbour and $a_3=0.3636$. In s$^{-1}$, $A=3.8787$.

\subsection{Choosing from the sum of rates}

Section 3 shows that channel $i$ must be chosen with probability $a_i/A$, here $0.258$, $0.648$ and $0.094$. Take $u=0.60$, which gives the target $uA=2.327$.

Linear search lays the rates end to end. Since $2.327\ge1$, channel 1 is passed and $1.327$ remains. This is below $2.5151$, so channel 2 is chosen after two inspections.

A binary tree stores the rates in four leaves, the last one zero. The root holds $3.8787$, its left child $1+2.5151=3.5151$ and its right child $0.3636$. Since $2.327<3.5151$, go left. Since $2.327\ge1$, then go right. Channel 2 is reached after two levels.

Composition-rejection sorts the rates into groups bounded by powers of two. Channel 2 lies in $[2,4)$, channel 1 in $[1,2)$ and channel 3 in $[0.25,0.5)$. With the groups in descending order, the target $2.327$ falls in the first, whose sum is $2.5151$. Its member is accepted with probability $2.5151/4=0.629$; after a rejection, the trial is repeated within the same group.

\subsection{Keeping a time for every channel}

The Gibson-Bruck method gives each channel its own time. Suppose the unit exponentials are $0.40$, $1.50$ and $0.20$. Dividing by the rates gives
\begin{equation}
\tau_1=0.400\ \mathrm{s},\qquad \tau_2=0.596\ \mathrm{s},\qquad \tau_3=0.550\ \mathrm{s}.
\end{equation}
Site 1 fills at $t=0.400$ s. The particle on site 2 now has a neighbour, and its rate falls from $k_0$ to $k_1$. Its remaining time, $0.196$ s, is stretched by $k_0/k_1=6.918$:
\begin{equation}
\tau_2^{\rm new}=0.400+6.918\times0.196=1.76\ \mathrm{s}.
\end{equation}
The rate of site 3 has not changed, so neither has its time. Site 1 has used up its waiting time and needs a new one. Its new particle leaves at $k_1$; if the fresh unit exponential is $0.70$, then $\tau_1^{\rm new}=0.400+0.70/0.3636=2.33$ s. The next event is at site 3, at $0.550$ s.

\section{Why the times may be reused}

Consider the event that clock $i$ rings first, between $t$ and $t+dt$, and that each other clock $j$ still has more than $r_j\ge0$ to run. Independence gives its probability:
\begin{align}
&a_ie^{-a_it}\,dt\prod_{j\ne i}P(\tau_j>t+r_j)
=a_ie^{-a_it}\,dt\prod_{j\ne i}e^{-a_j(t+r_j)}\nonumber\\
&\qquad=a_ie^{-At}\,dt\prod_{j\ne i}e^{-a_jr_j}.
\label{eq:joint}
\end{align}
The last step collects all factors containing $t$, whose exponents add to $-At$.

Setting every $r_j=0$ leaves $a_ie^{-At}dt=(a_i/A)\,(Ae^{-At}dt)$. The winner thus has probability $a_i/A$, independently of the waiting time, which is exponential with rate $A$. Linear search, the tree and composition-rejection use this result: they draw the waiting time as $-\ln(1-u)/A$ and choose the channel separately.

Dividing Eq.~(\ref{eq:joint}) by its value at $r_j=0$ gives the law of the losers' remaining times, given the winner and the time:
\begin{equation}
P(\tau_j-t>r_j\ \text{for all }j\ne i\mid i,t)=\prod_{j\ne i}e^{-a_jr_j}.
\label{eq:residual}
\end{equation}
They are again independent exponentials with the old rates. Knowing who won, and when, does not bias them.

Now let the event change a loser's rate from $a_{\rm old}>0$ to $a_{\rm new}>0$. Multiply its remaining time $X=\tau_{\rm old}-t$ by $c=a_{\rm old}/a_{\rm new}$:
\begin{equation}
P(cX>x)=P(X>x/c)=e^{-a_{\rm old}x/c}=e^{-a_{\rm new}x}.
\end{equation}
The scaled time has the required law, so
\begin{equation}
\boxed{\;\tau_{\rm new}=t+\frac{a_{\rm old}}{a_{\rm new}}\,(\tau_{\rm old}-t)\;}
\label{eq:rule}
\end{equation}
A lower rate stretches the remaining wait and a higher rate shortens it. With a fresh time for the winner, all clocks are again independent exponentials with the current rates. The argument can then be repeated at the next event.

Two conditions enter. The new rates may depend on the history up to $t$, but not on the hidden remaining times; otherwise Eq.~(\ref{eq:residual}) would no longer describe the clocks once the new rates are known. The rates must also be constant between events, because the exponential laws above assume it.

\subsection{Rates that vanish}

If $a_{\rm new}=0$, Eq.~(\ref{eq:rule}) cannot be evaluated. Store instead
\begin{equation}
R=a_{\rm old}(\tau_{\rm old}-t),\qquad
P(R>x)=P\!\left(\tau_{\rm old}-t>\frac{x}{a_{\rm old}}\right)=e^{-x},
\end{equation}
and set the ringing time to infinity. The stored $R$ is a unit exponential and has no influence on events while the channel is blocked. When the channel revives at $t'$ with rate $a_{\rm new}$, set $\tau=t'+R/a_{\rm new}$. A channel blocked from the start is given a unit exponential to store.

Drawing a fresh $R$ at revival would also be correct, since it has the same law and the same independence, but it costs a random number. The fired channel is different: its remaining time is zero and contains no randomness to reuse.

\subsection{A check with a known mean}

Let a particle leave at rate $b=k_0$ until a neighbour arrives, at rate $a=1$ s$^{-1}$, and at rate $b'=k_1$ afterwards. The neighbour then stays. The mean time to the first of the two events is $1/(a+b)$. With probability $a/(a+b)$ that event is the arrival, and a further mean wait $1/b'$ follows:
\begin{equation}
\langle T\rangle=\frac{1}{a+b}+\frac{a}{a+b}\,\frac1{b'}
=0.2845+0.2845\times2.750=1.067\ \mathrm{s}.
\end{equation}
Sampling with Eq.~(\ref{eq:rule}) gives $1.068$ s, with a standard error of $0.003$ s. Keeping the old absolute time gives $0.397$ s in the sample (exactly $1/b=0.398$ s), because the slowing is ignored. Scaling the whole time $\tau_{\rm old}$ instead of the remainder gives $1.543$ s in the sample (exactly $1.546$ s), because the part already elapsed is stretched as well.

\section{The four methods in general}

\subsection{Linear search}

If channel $j$ is chosen, $j$ channels have been inspected. The mean search cost is therefore
\begin{equation}
C_{\rm lin}=\sum_{j=1}^{M}j\,\frac{a_j}{A}.
\label{eq:linear}
\end{equation}
Changing $D$ rates and correcting the total takes $O(D)$ steps. If the cost is averaged over all $M$ starting points of a cyclic numbering, each channel occupies every position once. Its mean position is $(M+1)/2$, and so is the mean cost. A single state can differ from this value if its fast channels lie near one end of the list.

Descending order minimizes Eq.~(\ref{eq:linear}). To see this, exchange neighbours with $a_j<a_{j+1}$. The change in $\sum_j j a_j$ is
\begin{equation}
\bigl[ja_{j+1}+(j+1)a_j\bigr]-\bigl[ja_j+(j+1)a_{j+1}\bigr]=a_j-a_{j+1}<0 .
\end{equation}
Every such exchange lowers the cost until the list is in descending order.

The gain can be estimated for barriers spread evenly over $\Delta E$. Put $\lambda=\Delta E/k_BT$ and $x=(j-\tfrac12)/M$, so that $a_j\propto e^{-\lambda x}$ and $j=Mx+\tfrac12$. For large $M$, sums become integrals:
\begin{align}
\langle x\rangle&=\frac{\int_0^1xe^{-\lambda x}dx}{\int_0^1e^{-\lambda x}dx}
=\frac{[1-(1+\lambda)e^{-\lambda}]/\lambda^2}{(1-e^{-\lambda})/\lambda}\nonumber\\
&=\frac1\lambda-\frac{e^{-\lambda}}{1-e^{-\lambda}}
=\frac1\lambda-\frac1{e^\lambda-1},\\
C_{\rm sorted}&\simeq M\left[\frac{k_BT}{\Delta E}-\frac1{e^{\Delta E/k_BT}-1}\right]+\frac12 .
\end{align}
As $\lambda\to0$ the bracket tends to $1/2$ and the cost to $(M+1)/2$. For $\lambda\gg1$ it is about $Mk_BT/\Delta E$: smaller, but still proportional to $M$. With $M=1000$ and $\Delta E=0.3$ eV the formula gives $169.8$ inspections, and sampling gives $171.1$. The shuffled list used for comparison needs $495$. Keeping a list sorted while rates change would be an additional cost.

\subsection{Binary sum tree}

Each node holds the sum of its two children, and the $M$ rates occupy leaves at depth $h=\lceil\log_2M\rceil$; unused leaves hold zero. At a node with sum $S$, a target below the left child's sum leads left. Otherwise that sum is subtracted and the search goes right. A child with sum $S'$ is entered with probability $S'/S$. If $A,S_1,\ldots,S_{h-1},a_i$ are the sums on the path to leaf $i$, then
\begin{equation}
P(i)=\frac{S_1}{A}\,\frac{S_2}{S_1}\cdots\frac{a_i}{S_{h-1}}=\frac{a_i}{A}.
\end{equation}
Selection takes $h$ levels. A changed leaf alters its $h$ ancestors, so an event rewrites at most $Dh$ nodes above the leaves, and fewer if shared ancestors are rewritten once. The cost does not depend on how widely the rates are spread.

\subsection{The next-reaction heap}

The times $\tau_i$ are kept in a binary heap, a tree in which no parent is later than its children. Times cannot decrease on any path down from the root, so the root holds the next event and reading it is one step. A second array records where each channel sits, so a changed channel is found without a search.

A changed time moves up while it is earlier than its parent, or down while it is later than its earlier child. The heap has $\lfloor\log_2M\rfloor$ levels below the root, which bounds the swaps per changed time. An event therefore costs at most $1+D\lfloor\log_2M\rfloor$ steps. After $M$ initial random numbers, each event needs one, for the fired channel.

\subsection{Composition-rejection}

Group $g$ contains the $n_g$ channels with $2^{g-1}\le a_i<2^g$, in s$^{-1}$, and has sum $S_g$. A group is chosen by linear search with probability $S_g/A$. A trial then picks one of its members uniformly and accepts it with probability $a_i/2^g$. One uniform number serves for both: the integer part of $u\,n_g$ names the member, and the fractional part, again uniform on $[0,1)$ and independent of the integer part, decides acceptance. The probability that a trial accepts channel $i$, and the probability $p_g$ that it accepts any channel, are
\begin{equation}
\frac1{n_g}\frac{a_i}{2^g},\qquad
p_g=\sum_{i\in g}\frac{a_i}{n_g2^g}=\frac{S_g}{n_g2^g}.
\end{equation}
Their ratio is $a_i/S_g$, the probability of $i$ given acceptance. Multiplying by $S_g/A$ gives $a_i/A$. The mean number of trials in group $g$ is $1/p_g$, so the overall mean is
\begin{equation}
\sum_g\frac{S_g}{A}\,\frac{n_g2^g}{S_g}=\frac1A\sum_gn_g2^g\le2,
\end{equation}
because $2^g\le2a_i$ for every member.

If $G$ groups are in use, at most $G$ are inspected. A channel is removed by moving the last member of its group into the gap, and it is inserted at the end of its new group. Updates therefore take $O(D)$ steps.

The mean cost is guaranteed to stay bounded as $M$ grows if $G$ and $D$ stay bounded; with the groups in descending order, the mean number inspected can be much smaller than $G$. The groups between the smallest positive rate and the largest number fewer than $\log_2(a_{\max}/a_{\min})+2$. For the 1000 static channels the rate ratio is $329$, which allows at most ten groups, and ten occur. On average $2.58$ groups are inspected and $1.46$ trials made.

\section{The ring}

The methods must agree on the dynamics before their costs are compared. A six-site ring has $2^6=64$ states, few enough to solve its master equation numerically. Starting empty, it has a mean coverage of $0.536$ after $2$ s. In 5000 runs each, linear search, tree, heap and composition-rejection give $0.535$, $0.538$, $0.534$ and $0.531$. The distributions of the particle number also pass a chi-square test. Sites are blocked and revived here, so the case tests that a blocked clock stands still. A blocked site on this ring always revives with the rate it had before, so revival at a different rate is not tested; it rests on the argument of Section 3.

Larger rings were started from equilibrium, where the coverage is about $0.91$. At each size, 4096 sites in total were followed for 20 s after a 5 s warm-up. The steps per event, selection and update together, were:

\begin{center}
\begin{tabular}{lrrrr}
Method & $M=64$ & $512$ & $4096$ & random numbers\\
\hline
Linear search & 35.5 & 264 & 2043 & 2.0\\
Sum tree & 21.6 & 32.2 & 43.2 & 2.0\\
Next-reaction heap & 5.4 & 8.5 & 11.4 & 1.0\\
Composition-rejection & 7.6 & 7.6 & 7.7 & 3.7
\end{tabular}
\end{center}

An event changes its own rate and at most those of two neighbours; the mean is $D\approx2.6$. The program updates each changed leaf separately, so the tree reaches its bound of $Dh$ rewritten nodes: at $M=4096$ this gives $12+2.6\times12\approx43$ steps, as counted. Neighbouring sites share most of their ancestors, so rewriting shared nodes once would lower the tree's entries in the table, to about 26 at $M=4096$.

The linear search at $M=4096$ inspects $2041$ channels per event. Equation~(\ref{eq:linear}), averaged over the states visited, gives $2032$, which agrees within the statistical error of about $13$; the count is also within that error of $(M+1)/2=2048.5$. The last value need not be met in one run: only about a sixth of the sites are unblocked, and they need not be spread evenly along the numbering.

The heap stays well below its worst case of $1+2.6\times12\approx32$ steps at $M=4096$. The fired channel starts at the root and sinks by $2.3$, $4.7$ and $7.4$ levels at the three sizes, or $0.91$ levels per doubling between the last two; from run to run these depths shift by up to $0.2$ levels and the growth by about $0.05$. Other changed channels move by $1.4$, $1.8$ and $1.9$ levels. An event does not change the neighbours of the fired site, so that site stays unblocked and its new time is finite. It cannot sink past the infinite times of blocked channels, which make up more than four fifths of the heap here. If such sites keep finite rates instead, the fired channel sinks about one level deeper, while the growth per doubling and the total steps per event hardly change.

\section{Choosing a method}

Linear search needs no auxiliary structure and suits small $M$, or a list ordered so that the mean position in Eq.~(\ref{eq:linear}) stays small. The tree suits large $M$ with rates spread over many orders of magnitude. The heap's bound is also logarithmic in $M$, and it uses the fewest random numbers of the four; on this ring it also takes fewer steps than the tree with separately updated leaves. Composition-rejection suits very large $M$ with a bounded range of rates. In counted steps it overtakes the heap between $M=64$ and $M=512$ on this ring; this count omits the heap's comparisons of times, about 13 per event at $M=64$ and 25 at $M=4096$, and with them included composition-rejection is ahead already at $M=64$. In seconds the crossing may lie elsewhere, since the steps differ in price and it draws more random numbers.

These advantages rest on local changes. If each event alters a fixed fraction of all rates, as long-range interactions can cause, then $D\propto M$. Writing the new rates alone then takes a time proportional to $M$. All four methods store every current rate, so none of them can make the whole event cheaper than that. The numerical check tests the reuse rule, the dynamics of all four methods on the six-site ring, the cost formulas for linear search and composition-rejection, and the growth of the heap's swaps between $M=512$ and $4096$; the tree's counts are printed but not tested.

\section*{Calculated quantities}
\begin{verbatim}
temperature 600 K, kT = 0.05170 eV
prefactor 1.0e+13 1/s, barrier 1.5 eV, attraction 0.1 eV
adsorption rate 1.0000 1/s
desorption rate, no neighbour  2.5151 1/s
desorption rate, one neighbour 0.3636 1/s
loser residuals: 51555 samples, largest |correlation| 0.0057
mean rate*residual of the two losers 0.9973, 0.9980
two clocks: scale factor a_old/a_new = 6.9177
two clocks: exact mean desorption time 1.0670 s
  residual rescaled 1.0679 s (std. error 0.0031 s)
  old time kept 0.3974 s; whole time rescaled 1.5431 s
static set: 1000 channels, barrier spread 0.3 eV, rate ratio 329.1
  linear, shuffled: predicted 493.79, counted 494.97 channels
  linear, descending: predicted 169.82, counted 171.07 channels
  continuum formula for descending order 169.82 channels
  comp-rej: 10 groups; inspected predicted 2.568, counted 2.579
  comp-rej trials: predicted 1.464, counted 1.462
six-site ring, empty at 0 s, observed at 2.0 s, 5000 runs per method
  exact P(0..5 particles): 0.0360 0.0760 0.1638 0.2577 0.2920 0.1745
  exact mean coverage 0.5362
  linear: mean coverage 0.5350, chi-square 5.71 (5 dof)
  tree: mean coverage 0.5381, chi-square 3.87 (5 dof)
  heap: mean coverage 0.5340, chi-square 2.52 (5 dof)
  comp-rej: mean coverage 0.5312, chi-square 9.48 (5 dof)
equilibrium coverage of a long ring 0.9057
linear, M=64, all rotations: (M+1)/2 = 32.50, counted 32.41 channels
steps per event: 4096 sites in all, 20 s after 5 s warm-up
  M=64 linear: select 32.95, update 2.59, sum 35.54, random numbers 2.00
    predicted from the visited states 33.15 channels, 9296 events
  M=64 tree: select 6.00, update 15.58, sum 21.58, random numbers 2.00
  M=64 heap: select 1.00, update 4.42, sum 5.42, random numbers 1.00
  M=64 comp-rej: select 3.99, update 3.65, sum 7.63, random numbers 3.69
  M=64 D = 2.577, unblocked fraction 0.180; heap swaps: fired 2.27, other 1.36
  M=512 linear: select 261.62, update 2.57, sum 264.20, random numbers 2.00
    predicted from the visited states 262.01 channels, 9209 events
  M=512 tree: select 9.00, update 23.18, sum 32.18, random numbers 2.00
  M=512 heap: select 1.00, update 7.51, sum 8.51, random numbers 1.00
  M=512 comp-rej: select 3.99, update 3.63, sum 7.63, random numbers 3.71
  M=512 D = 2.594, unblocked fraction 0.188; heap swaps: fired 4.70, other 1.76
  M=4096 linear: select 2040.55, update 2.58, sum 2043.13, random numbers 2.00
    predicted from the visited states 2031.51 channels, 8036 events
  M=4096 tree: select 12.00, update 31.22, sum 43.22, random numbers 2.00
  M=4096 heap: select 1.00, update 10.41, sum 11.41, random numbers 1.00
  M=4096 comp-rej: select 4.01, update 3.66, sum 7.66, random numbers 3.70
  M=4096 D = 2.607, unblocked fraction 0.159; heap swaps: fired 7.43, other 1.86
heap: extra swaps of the fired key per doubling, M=512 to 4096: 0.909
comp-rej: cost ratio M=4096 to M=64 1.004
\end{verbatim}
